# Massless and massive interface states of a tanh band-inverting junction

Suppose that a junction between a normal and an inverted semiconductor is modelled as an abrupt sign change of the gap. The model gives one massless interface state and nothing else inside the gap. If the real junction is graded, further subbands may lie in the gap, and the abrupt model offers no way to tell whether they come from the grading, from trapped charge or from defects. It also gives no estimate of how many carriers the massless state can hold before another subband fills. Solving a junction of finite width gives the subbands that grading alone produces, and the filling at which the first of them is reached.

## The model and its squared Hamiltonian

Near one band extremum, let two bands, each with two spin components, be described by

\[
H=\Delta(z)\tau_z+\hbar v\,\tau_x(\sigma_xk_x+\sigma_yk_y+\sigma_zk_z),\qquad k_z=-i\partial_z, \tag{1}
\]

\[
\Delta(z)=\Delta_0\tanh(z/\ell),\qquad \Delta_0,v,\ell>0. \tag{2}
\]

The Pauli matrices \(\tau\) act on the band index and \(\sigma\) on the spin index. Far from the junction the full gap is \(2\Delta_0\) on both sides. The velocity is isotropic, the midgap energy is constant, and \(k_x,k_y\) are conserved. "Width" will mean the tanh length \(\ell\). The gap profile runs from 10 % to 90 % of its total change over \(2\,\mathrm{artanh}(0.8)\,\ell\approx2.2\,\ell\).

Write \(H=H_\parallel+H_\perp\), with

\[
H_\parallel=\hbar v\,\tau_x(\sigma_xk_x+\sigma_yk_y),\qquad
H_\perp=\Delta\tau_z+\hbar v\,\tau_x\sigma_zk_z. \tag{3}
\]

The matrices \(\tau_x\sigma_x\) and \(\tau_x\sigma_y\) anticommute with \(\tau_z\) through their \(\tau\) factor, and with \(\tau_x\sigma_z\) through their \(\sigma\) factor. Hence \(H_\parallel H_\perp+H_\perp H_\parallel=0\), and with \(k^2=k_x^2+k_y^2\)

\[
H^2=\hbar^2v^2k^2+H_\perp^2. \tag{4}
\]

In \(H_\perp^2\) the cross terms need care because \(k_z\) differentiates \(\Delta\). Using \(\tau_z\tau_x=i\tau_y=-\tau_x\tau_z\) and \([\Delta,k_z]=i\Delta'\), they are

\[
\hbar v\,\sigma_z(\tau_z\tau_x\Delta k_z+\tau_x\tau_zk_z\Delta)
=i\hbar v\,\tau_y\sigma_z[\Delta,k_z]=-\hbar v\Delta'\chi,\qquad \chi=\tau_y\sigma_z. \tag{5}
\]

Therefore

\[
H_\perp^2=-\hbar^2v^2\partial_z^2+\Delta^2-\hbar v\Delta'\chi. \tag{6}
\]

The matrix \(\chi\) has eigenvalues \(\pm1\), each twice. It commutes with \(H_\parallel\), since exchanging the factors gives two minus signs, and it anticommutes with \(H_\perp\), where there is one.

## The Poeschl-Teller pair

Let \(x=z/\ell\) and

\[
s=\frac{\Delta_0\ell}{\hbar v}=\frac{\ell}{\xi},\qquad \xi=\frac{\hbar v}{\Delta_0}. \tag{7}
\]

From (2), \(\Delta^2=\Delta_0^2(1-\mathrm{sech}^2x)\) and \(\Delta'=(\Delta_0/\ell)\,\mathrm{sech}^2x\). Dividing (6) by \((\hbar v/\ell)^2\) turns these into \(s^2(1-\mathrm{sech}^2x)\) and \(s\,\mathrm{sech}^2x\), so that

\[
h_\pm^{(s)}=-\partial_x^2+s^2-s(s\pm1)\,\mathrm{sech}^2x,\qquad \chi=\pm1. \tag{8}
\]

An eigenvalue \(\varepsilon\) of (8) gives \(H_\perp^2=(\hbar v/\ell)^2\varepsilon\). The continuum begins at \(\varepsilon=s^2\), which is \(\Delta_0^2\) in energy squared.

Define \(A_s=\partial_x+s\tanh x\) and \(A_s^\dagger=-\partial_x+s\tanh x\). In the products, the terms with a single derivative cancel and leave

\[
A_s^\dagger A_s=-\partial_x^2+s^2\tanh^2x-s\,\mathrm{sech}^2x=h_+^{(s)}, \tag{9}
\]
\[
A_sA_s^\dagger=-\partial_x^2+s^2\tanh^2x+s\,\mathrm{sech}^2x=h_-^{(s)}. \tag{10}
\]

**Zero level.** If \(h_+^{(s)}f=0\), then \(\langle f|A_s^\dagger A_sf\rangle=\|A_sf\|^2=0\), so \(A_sf=0\) and \(f\propto\mathrm{sech}^sx\), which is normalizable. In the other sector \(A_s^\dagger g=0\) gives \(g\propto\cosh^sx\), which is not. Zero energy thus occurs once, with \(\chi=+1\).

**Nonzero levels.** If \(h_+^{(s)}f=\varepsilon f\) with \(\varepsilon>0\), then \(A_sf\) is an eigenfunction of \(h_-^{(s)}\) with the same \(\varepsilon\), and it does not vanish because \(\|A_sf\|^2=\varepsilon\|f\|^2\). The operator \(A_s^\dagger\) leads back in the same way. The two sectors therefore share all their nonzero levels. Moreover, \(h_-^{(s)}\) has the well strength \(s(s-1)\), which is that of \(h_+^{(s-1)}\). Comparing constants gives

\[
h_-^{(s)}=h_+^{(s-1)}+s^2-(s-1)^2=h_+^{(s-1)}+2s-1. \tag{11}
\]

For \(s>1\), the levels of \(h_+^{(s)}\) are thus zero, together with those of \(h_+^{(s-1)}\) raised by \(2s-1\). The recursion \(\varepsilon_n(s)=2s-1+\varepsilon_{n-1}(s-1)\) with \(\varepsilon_0=0\) is solved by

\[
\varepsilon_n=s^2-(s-n)^2=n(2s-n), \tag{12}
\]

because \(2s-1+(s-1)^2-(s-n)^2=s^2-(s-n)^2\).

**End of the chain.** For \(0<s\le1\),

\[
h_-^{(s)}=-\partial_x^2+s^2+s(1-s)\,\mathrm{sech}^2x. \tag{13}
\]

The last term is never negative, so the expectation value in any normalizable state exceeds \(s^2\), and nothing is bound. By the pairing, \(h_+^{(s)}\) then has the zero level alone. Starting from any \(s\), steps of one lead into this interval, so (12) is the complete list, with \(n=0,1,\dots\) and \(n<s\).

## Cone, massive branches and threshold

Since \(\hbar v/\ell=\Delta_0/s\), equations (4) and (12) give

\[
E=\pm\sqrt{E_n^2+\hbar^2v^2k^2},\qquad
E_n=\Delta_0\sqrt{1-\left(1-\frac ns\right)^2},\qquad 0\le n<s. \tag{14}
\]

The square does not show how many states have each sign of energy, so this must be counted.

For \(n=0\), \(H_\perp\psi=0\), and two spinors with \(\chi=+1\) remain. On them

\[
H=\hbar v(\Sigma_xk_x+\Sigma_yk_y),\qquad \Sigma_x=\tau_x\sigma_x,\quad \Sigma_y=\tau_x\sigma_y. \tag{15}
\]

These two matrices commute with \(\chi\), square to one and anticommute, so they act as Pauli matrices. The result is one cone, \(E=\pm\hbar vk\), with nondegenerate branches. The vector \(\boldsymbol\Sigma\) is a pseudospin built from band and spin, and should not be read as the spin itself.

For \(n\ge1\), each \(\chi\) sector contributes two spinors, four states in all. In this space \(H_\perp\) connects opposite \(\chi\) and has no trace. \(H_\parallel\) has no trace within either sector, because \(\tau_x\sigma_{x,y}\) and \(\chi\tau_x\sigma_{x,y}\) are traceless. The four energies therefore sum to zero, which leaves two at \(+E\) and two at \(-E\). These are the massive Volkov-Pankratov states.

The first of them requires \(s>1\):

\[
\ell>\frac{\hbar v}{\Delta_0}. \tag{16}
\]

The inequality is strict. At \(s=1\) the partner (13) is a free particle, whose solution at the continuum edge is a constant and cannot be normalized. The condition does not depend on \(k\), because \(k\) raises the levels and the continuum edge \(\sqrt{\Delta_0^2+\hbar^2v^2k^2}\) together.

Outside the junction the envelopes fall as \(e^{-\kappa_n|z|}\), with \(\kappa_n^2\ell^2=s^2-\varepsilon_n\), hence

\[
\kappa_n=\frac{s-n}{\ell}. \tag{17}
\]

For \(n=1\) the \(\chi=-1\) envelope is \(\mathrm{sech}^{s-1}x\), by (11). Applying \(A_s^\dagger\) gives the \(\chi=+1\) envelope, \((s-1+s)\tanh x\,\mathrm{sech}^{s-1}x\), which has a node at the interface.

Two limits show what binds these states. For \(\ell\gg\xi\) and \(n\ll s\), the low states see \(\Delta\approx\Delta_0z/\ell\), and (6) becomes a harmonic oscillator with levels \((2m+1)\hbar v\Delta_0/\ell\), shifted by \(-\chi\hbar v\Delta_0/\ell\). Both sectors then give

\[
E_n\approx\sqrt{2n\hbar v\Delta_0/\ell}, \tag{18}
\]

the square-root sequence of Dirac Landau levels, with the slope of the gap in the role of a magnetic field. From (12), the full \(E_n\) is this value times \(\sqrt{1-n/(2s)}\). In the opposite limit, a level that has just appeared has \(s-n=\eta\ll1\). It lies only about \(\Delta_0\eta^2/(2s^2)\) below the edge and extends over \(\ell/\eta\).

The cone is less dependent on the profile. For any \(\Delta(z)\) that goes from a negative to a positive constant, the first-order equation \(\hbar vf'=-\Delta f\) has a normalizable solution. The massive levels depend on the profile in number and energy.

## Midgap offset and unequal gaps

The two band edges need not move symmetrically. Let the midgap energy follow the gap, adding \(\beta\Delta(z)\) to \(H\) with \(|\beta|<1\), and put \(\lambda=\sqrt{1-\beta^2}\). Set \(\psi=S\varphi\) with \(S=e^{\theta\tau_z/2}\), and multiply \((H+\beta\Delta-E)\psi=0\) by \(S\) from the left. Terms containing \(\tau_x\) are unchanged, because \(S\tau_x=\tau_xS^{-1}\). The others follow from \(S^2=\cosh\theta+\tau_z\sinh\theta\). With \(\tanh\theta=-\beta\), the scalar term in \(\Delta\) cancels, and

\[
\left[\left(\lambda\Delta+\frac{\beta E}{\lambda}\right)\tau_z+\hbar v\,\tau_x\,\boldsymbol\sigma\cdot\mathbf k\right]\varphi=\frac E\lambda\,\varphi. \tag{19}
\]

This is the original problem with a new gap function and the eigenvalue \(E/\lambda\). Its massless solution has \(E/\lambda=\pm\hbar vk\), so

\[
E=\pm\sqrt{1-\beta^2}\,\hbar vk. \tag{20}
\]

The offset slows the cone. The solution is bound while the new gap function still changes sign, that is, for \(|\beta|\hbar vk<\lambda\Delta_0\).

Now let the midgap be constant again and the half gaps unequal, \(\Delta=\Delta_0\tanh x+\delta\). With \(d=\delta\ell/\hbar v\), the same ladder works with \(a\tanh x+b\) in place of \(s\tanh x\). Each step lowers \(a\) by one and keeps the product \(ab=sd\), which multiplies the term \(2ab\tanh x\) common to both partners. At step \(n\) the lowest function is \(\mathrm{sech}^{a}x\,e^{-bx}\) with \(a=s-n\), normalizable for \(a>|b|\). This yields the levels

\[
\varepsilon_n=s^2+d^2-(s-n)^2-\frac{s^2d^2}{(s-n)^2},\qquad (s-n)^2>s|d|. \tag{21}
\]

Unequal gaps therefore remove the shallow levels first.

## A worked example

Take the round values \(\Delta_0=100\) meV, \(\hbar v=0.30\) eV nm and \(\ell=10\) nm. Then \(\xi=0.30/0.10=3.0\) nm and \(s=10/3=3.33\). The integers \(1,2,3\) lie below \(s\), so there are three massive levels:

\[
E_1=100\sqrt{1-0.7^2}=71.4,\quad E_2=100\sqrt{1-0.4^2}=91.7,\quad E_3=100\sqrt{1-0.1^2}=99.5\ \text{meV}.
\]

Equation (18) would give 77.5 meV for the first. The amplitude decay lengths \(1/\kappa_n\) are 3.0, 4.3, 7.5 and 30 nm for \(n=0\) to 3. The third level, 0.5 meV below the edge, reaches far beyond the graded region. The density of the massless state, \(\mathrm{sech}^{2s}x\), has a full width at half maximum of \(2\ell\,\mathrm{arcosh}(2^{1/2s})=9.3\) nm.

With the Fermi level at \(E_1\), the cone has \(k_F=0.0714/0.30=0.238\ \text{nm}^{-1}\). A nondegenerate branch then holds \(k_F^2/4\pi=4.5\times10^{11}\ \text{cm}^{-2}\) per valley, counted from the crossing point.

These levels were tested by diagonalizing the unsquared Hamiltonian (1) on a 400 nm ring containing this junction and a distant reversed one, at \(k=0.1\ \text{nm}^{-1}\). The four energies, 30.0, 77.5, 96.4 and 103.9 meV, differ from (14) by at most \(1.5\times10^{-5}\) meV, and the multiplicities agree with the count above. A junction of 2.4 nm, below the threshold of 3.0 nm, kept the cone alone. A separate count of bound states gave no massive level at \(s=0.95\) and one at \(s=1.05\). The values are collected in the numerical output.

## What a real junction changes

The parameters are roughly those of a graded lead-tin telluride junction at low temperature, with a tin-rich inverted side. Equal gaps are a special choice there, and the bands at the L points are strongly anisotropic. The following estimates change one assumption at a time and hold the other parameters fixed.

- **Anisotropy.** At fixed gap the mass scales as \(\Delta_0/v^2\). A tenfold heavier mass along \(z\) lowers \(\hbar v_z\) to 0.095 eV nm. This gives ten massive levels and moves \(E_1\) from 71 to 43 meV, the largest shift of \(E_1\) found here. It overstates the effect in lead-tin telluride: the mass along \(z\) is then 0.85 free-electron masses, while the heavy mass of lead telluride is about 0.24. If the in-plane mass is also lowered, to the light mass of about 0.024, a valley with its heavy mass of 0.24 along \(z\) has \(E_1=57\) meV, and its cone holds only \(0.8\times10^{11}\ \text{cm}^{-2}\) up to that energy. Valleys with different orientation can thus have different ladders and different fillings.
- **Unequal gaps.** For half gaps of 90 and 110 meV, \(s|d|=1.11\). Since \((s-2)^2=1.78\) and \((s-3)^2=0.11\), (21) keeps two massive levels. Diagonalization also finds two, with \(E_1=70.7\) meV.
- **Midgap offset.** An amplitude of 20 meV, \(\beta=0.2\), reduces the cone velocity by the factor 0.98, in agreement with (20), and lowers \(E_1\) to 67.7 meV. At \(k=0\) the gap common to both sides then ends at 80 meV, and this is the only massive level left in it.
- **Remote bands.** A term \(Bk^2\tau_z\), with \(k^2\) now including \(k_z^2\) and \(B=0.10\) eV nm², changes \(E_1\) at zero in-plane wavevector by 0.02 meV. The shift grows roughly as \(B^2\) and is about 0.6 meV at \(B=0.50\) eV nm². Unequal remote-band masses of the two bands add a scalar term \(Ck^2\), which acts at first order and breaks the symmetry between positive and negative levels. With \(B=0.50\) and \(C=0.13\) eV nm² the crossing point moves up by 1.9 meV and the first massive levels lie at \(+73.5\) and \(-67.7\) meV.
- **Temperature.** With the Fermi level at the crossing point, the occupation of a state at \(E_1\) is \(2\times10^{-5}\) at 77 K and 0.06 at 300 K. The second figure keeps the low-temperature gaps, which a real junction does not.
- **Field.** In a field \(F=0.01\) MV/cm along \(z\), the massless state at \(k=0\) can tunnel out through the gap. The semiclassical exponent \(2\int\sqrt{\Delta^2-(eFz)^2}\,dz/\hbar v\), taken from the interface to the turning point at 100 nm, is 48, so the leakage of this state is negligible. Its barrier exists for \(eF<\Delta_0/\ell\), here 0.1 MV/cm, but becomes thin well before that. The shallow massive levels are far more sensitive. The field lowers the band edge by 1 meV per nanometre, while the second and third levels lie only 8.3 and 0.5 meV below the edge and decay over 7.5 and 30 nm. They should not be expected as sharp levels in this field. The first, 29 meV below the edge, is much less affected.

None of these estimates includes the charge of dopants. A density of \(10^{18}\ \text{cm}^{-3}\) over 10 nm is already \(10^{12}\ \text{cm}^{-2}\), about twice the single-valley filling of the worked example. How far the charge bends the bands depends on the static permittivity. In lead telluride this is several hundred or more, and the potential drop across such a layer is about 5 meV or less. In a material with a permittivity near 10 it can reach about 90 meV, and the levels must be computed together with the electrostatic potential. If the same doping extends into the bulk, four isotropic valleys with the present parameters put the Fermi level about 16 meV inside a band, and the fillings found above no longer apply. Tin-rich material usually carries far more holes from cation vacancies, and the same estimate gives about 60 meV at \(10^{19}\ \text{cm}^{-3}\) and 190 meV at \(10^{20}\ \text{cm}^{-3}\). Unequal gaps and a midgap offset both raise the threshold for the first massive level: from 3.0 nm to 4.4 nm for half gaps of 90 and 110 meV, and to 5.2 nm for \(\beta=0.2\) at \(k=0\). For equal gaps, a constant midgap and the tanh profile, a junction is free of massive states as long as \(\ell\) does not exceed \(\hbar v_z/\Delta_0\) for the valley with the smallest \(v_z\). With the exaggerated anisotropy used here that is about 0.9 nm. A heavy mass of 0.24 free-electron masses at the same gap gives about 1.8 nm. The corresponding 10 to 90 % widths are only about three and six lattice constants, where the envelope description itself becomes doubtful.

## Values computed for the example and the checks

```
half gap D0 = 100.0 meV
hbar v = 0.30 eV nm
velocity v = 4.558e+05 m/s
tanh length l = 10.0 nm
10-90 percent width = 21.97 nm
threshold length hbar v/D0 = 3.00 nm
ratio s = 3.3333
number of massive levels = 3
E_0 at k=0, formula = 0.00 meV
E_1 at k=0, formula = 71.41 meV
E_2 at k=0, formula = 91.65 meV
E_3 at k=0, formula = 99.50 meV
amplitude decay length, n=0 = 3.00 nm
amplitude decay length, n=1 = 4.29 nm
amplitude decay length, n=2 = 7.50 nm
amplitude decay length, n=3 = 30.00 nm
wide-junction estimate of E_1 = 77.46 meV
massless-state density FWHM = 9.28 nm
test wavevector k = 0.100 1/nm
E(k), n=0, diagonalized = 30.000 meV
E(k), n=0, formula = 30.000 meV
E(k), n=1, diagonalized = 77.460 meV
E(k), n=1, formula = 77.460 meV
E(k), n=2, diagonalized = 96.437 meV
E(k), n=2, formula = 96.437 meV
E(k), n=3, diagonalized = 103.923 meV
E(k), n=3, formula = 103.923 meV
continuum edge at k = 104.403 meV
largest level deviation = 1.5e-05 meV
massless state: chirality = 1.0000
pseudospin x, y = 0.8000, 0.6000
massive levels counted at s=0.500: 0
massive levels counted at s=0.950: 0
massive levels counted at s=1.050: 1
massive levels counted at s=1.950: 1
massive levels counted at s=2.050: 2
massive levels counted at s=3.333: 3
narrow test junction l = 2.40 nm: cone only
sheet density filling cone to E_1 = 4.51e+11 cm^-2 per valley
midgap offset amplitude = 20.0 meV
  E_1 = 67.69 meV, cone speed ratio = 0.9798
half gaps 90 and 110 meV:
  E_1 = 70.68 meV, massive levels = 2
remote-band coefficient = 0.10 eV nm^2
  E_1 = 71.39 meV
mass anisotropy = 10, hbar v_z = 0.0949 eV nm
  E_1 = 42.51 meV, massive levels = 10
T=77 K: kT = 6.64 meV, E_1 occupation = 2.12e-05
T=300 K: kT = 25.85 meV, E_1 occupation = 5.94e-02
field = 0.010 MV/cm, turning point = 100.0 nm
  tunnelling exponent = 47.7 (dimensionless)
```
